# When does one lowered cation bind a state below an s band?: a numerical check

```python
# Result under test: in a simple cubic s band with nearest-neighbour hopping -t,
# one site lowered by U binds a state below the band only if U > Uc = 2t/W,
# W = average over the zone of 1/(3 - cos kx - cos ky - cos kz), Uc = 3.96 t.
# Energies are in units of t and lengths in units of the lattice constant a
# until the worked example. b is the depth of a state below the band edge -6t.
# green(b) is the zone average of 1/(band energy - E) at E = -6 - b.
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse.linalg import cg, eigsh
from scipy.special import gamma, i0e, ive


def green(b):
    f = lambda u: 2 * u * i0e(u * u) ** 3 * np.exp(-0.5 * b * u * u)
    return 0.5 * quad(f, 0, np.inf, epsabs=1e-12, epsrel=1e-11, limit=400)[0]


def green_squared(b):
    """Zone average of 1/(band energy - E)^2."""
    f = lambda u: 2 * u**3 * i0e(u * u) ** 3 * np.exp(-0.5 * b * u * u)
    top = np.sqrt(120 / b)
    return 0.25 * quad(f, 0, top, epsabs=1e-11, epsrel=1e-10, limit=400)[0]


def green_neighbour(b):
    return ((6 + b) * green(b) - 1) / 6


def site_weight(lowering, b):
    return 1 / (lowering**2 * green_squared(b))


def depth(lowering):
    return brentq(lambda b: lowering * green(b) - 1, 1e-12, lowering)


def excitation(kx, ky, kz, ratio):
    """Energy above the band bottom; ratio = second/first neighbour hopping."""
    x, y, z = np.cos(kx), np.cos(ky), np.cos(kz)
    return 2 * (3 - x - y - z) + 4 * ratio * (3 - x * y - y * z - z * x)


def mesh_green(ratio):
    """Edge Green function from midpoint meshes, 1/m error extrapolated away."""
    values = []
    for m in (60, 120):
        k = (np.arange(m) + 0.5) * np.pi / m
        e = excitation(k[:, None, None], k[None, :, None], k[None, None, :], ratio)
        values.append(np.mean(1 / e))
    return 2 * values[1] - values[0]


def cluster(size, periodic, lowering=0.0, hop=1.0, pair=False):
    """Real-space Hamiltonian; hop scales the bonds of the central site."""
    chain = sp.diags([-np.ones(size - 1)] * 2, [-1, 1], format="lil")
    if periodic:
        chain[0, size - 1] = chain[size - 1, 0] = -1.0
    chain, one = chain.tocsr(), sp.identity(size, format="csr")
    h = (sp.kron(sp.kron(chain, one), one) + sp.kron(sp.kron(one, chain), one)
         + sp.kron(sp.kron(one, one), chain))
    c = size // 2
    centre = (c * size + c) * size + c
    scale, level = np.ones(size**3), np.zeros(size**3)
    scale[centre] = hop
    level[centre] = -lowering
    if pair:
        level[centre + 1] = -lowering
    d = sp.diags(scale)
    return (d @ h @ d + sp.diags(level)).tocsr(), centre


def lowest(*args, **kwargs):
    h, centre = cluster(*args, **kwargs)
    start = np.ones(h.shape[0])
    start[centre] = 5.0
    e, v = eigsh(h, k=1, which="SA", ncv=40, v0=start, tol=1e-10)
    return e[0], v[centre, 0] ** 2


# Threshold: Bessel quadrature, gamma functions, zone mesh and real space
g_edge = green(0.0)
watson = 2 * g_edge
uc = 1 / g_edge
watson_gamma = (np.sqrt(6) / (96 * np.pi**3) * gamma(1 / 24) * gamma(5 / 24)
                * gamma(7 / 24) * gamma(11 / 24))
assert abs(watson - watson_gamma) < 1e-8
uc_mesh = 1 / mesh_green(0.0)
assert abs(uc_mesh - uc) < 1e-3
cube_green = []
for n in (16, 32):
    h0, middle = cluster(n - 1, False)
    source = np.zeros(h0.shape[0])
    source[middle] = 1.0
    x, info = cg(h0 + 6 * sp.identity(h0.shape[0], format="csr"), source)
    assert info == 0
    cube_green.append(x[middle])
uc_cubes = 1 / (2 * cube_green[1] - cube_green[0])
assert abs(uc_cubes - uc) < 0.01  # remaining finite-size error

# Thresholds with altered hopping and for an adjacent pair
uc_hop = lambda hop: 6 - hop**2 * (6 - uc)
uc_pair = 1 / (g_edge + green_neighbour(0.0))

# Open clusters: no state below -6 under threshold, one above it.
# The upper trial values allow for the raised threshold of a finite cube.
brackets = [("single", uc, 3.9, 4.2, {}),
            ("hop 1.2", uc_hop(1.2), 3.0, 3.35, {"hop": 1.2}),
            ("pair", uc_pair, 2.9, 3.2, {"pair": True})]
bracket_energies = []
for name, threshold, under, over, options in brackets:
    assert under < threshold < over
    e_under = lowest(21, False, lowering=under, **options)[0]
    e_over = lowest(21, False, lowering=over, **options)[0]
    assert e_under > -6 > e_over, (name, e_under, e_over)
    bracket_energies.append((name, under, e_under, over, e_over))

# Bound energies and site weight against diagonalized periodic clusters
b6 = depth(6.0)
e6, w6 = lowest(16, True, lowering=6.0)
assert abs(e6 + 6 + b6) < 1e-4
assert abs(w6 - site_weight(6.0, b6)) < 1e-4
b_pair = brentq(lambda b: 5 * (green(b) + green_neighbour(b)) - 1, 1e-9, 10)
assert abs(lowest(16, True, lowering=5.0, pair=True)[0] + 6 + b_pair) < 1e-4
b_hop = brentq(lambda b: 1 - b - 0.64 * (-6 - b + 1 / green(b)), 1e-9, 7)
assert abs(lowest(16, True, lowering=7.0, hop=0.8)[0] + 6 + b_hop) < 1e-4

# Laws just above threshold
u_near = 1.002 * uc
b_near = depth(u_near)
kappa_near = 4 * np.pi * (1 / uc - 1 / u_near)
assert abs(b_near / kappa_near**2 - 1) < 0.03
weight_near = site_weight(u_near, b_near)
assert abs(weight_near / (8 * np.pi * kappa_near / uc**2) - 1) < 0.03


def green_axis(n, b):
    f = lambda u: u * ive(n, u * u) * i0e(u * u) ** 2 * np.exp(-0.5 * b * u * u)
    return quad(f, 0, np.sqrt(120 / b), epsabs=1e-14, epsrel=1e-10, limit=400)[0]


b_tail = 0.014
tail_ratio = 2 * green_axis(30, b_tail) / green_axis(15, b_tail)
assert abs(tail_ratio / np.exp(-15 * np.sqrt(b_tail)) - 1) < 0.02

# Worked example, rough values for an indium-oxide-like film
density_cm3, mass_ratio, dielectric, temperature = 3e22, 0.2, 9.0, 300.0
trial_ev = 2.0
a_m = (density_cm3 * 1e6) ** (-1 / 3)
t_ev = const.hbar**2 / (2 * mass_ratio * const.m_e * a_m**2) / const.e
kt_ev = const.k * temperature / const.e
uc_ev = uc * t_ev
assert trial_ev < uc_ev
rydberg_ev = const.Rydberg * const.h * const.c / const.e
donor_ev = rydberg_ev * mass_ratio / dielectric**2
bohr_m = const.physical_constants["Bohr radius"][0]
donor_nm = bohr_m * dielectric / mass_ratio * 1e9

# Second-neighbour hopping at fixed band-edge mass
ratio = 0.1
q = 0.01
mass_factor = 1 + 4 * ratio
assert abs(excitation(q, 0, 0, ratio) / q**2 / mass_factor - 1) < 1e-3
uc_second_ev = t_ev / mass_factor / mesh_green(ratio)

print(f"Zone average W (quadrature): {watson:.7f}")
print(f"Zone average W (gamma functions): {watson_gamma:.7f}")
print(f"Edge Green function G(-6t): {g_edge:.6f} /t")
print(f"Threshold Uc: {uc:.5f} t")
print(f"Threshold from zone mesh: {uc_mesh:.5f} t")
print(f"Threshold from open cubes, extrapolated: {uc_cubes:.4f} t")
print(f"Threshold / full band width: {uc / 12:.4f}")
for name, under, eu, over, eo in bracket_energies:
    print(f"Open cube, {name}: U = {under:.2f} t gives E = {eu:.4f} t")
    print(f"Open cube, {name}: U = {over:.2f} t gives E = {eo:.4f} t")
print(f"U = 6 t, depth below band: formula {b6:.5f} t, cluster {-6 - e6:.5f} t")
print(f"U = 6 t, site weight: formula {site_weight(6.0, b6):.5f}, cluster {w6:.5f}")
print(f"U = 1.002 Uc, depth: {b_near:.4e} t, edge law {kappa_near**2:.4e} t")
print(f"U = 1.002 Uc, site weight: {weight_near:.5f}")
print(f"Threshold, hoppings x 0.8: {uc_hop(0.8):.3f} t = {uc_hop(0.8)*t_ev:.2f} eV")
print(f"Threshold, hoppings x 1.2: {uc_hop(1.2):.3f} t = {uc_hop(1.2)*t_ev:.2f} eV")
print(f"Hopping factor that binds at U = 0: {np.sqrt(6 / (6 - uc)):.3f}")
print(f"Threshold, adjacent pair: {uc_pair:.3f} t = {uc_pair * t_ev:.2f} eV")
print(f"Example cation density (rough): {density_cm3:.1e} cm^-3")
print(f"Example effective mass (rough): {mass_ratio:.2f} m")
print(f"Example dielectric constant (rough): {dielectric:.1f}")
print(f"Lattice constant a: {a_m * 1e9:.4f} nm")
print(f"Hopping t: {t_ev:.3f} eV")
print(f"Full model band width 12t: {12 * t_ev:.2f} eV")
print(f"Threshold Uc: {uc_ev:.2f} eV")
print(f"Trial lowering: {trial_ev:.2f} eV = {trial_ev / t_ev:.3f} t")
print(f"Trial lowering / threshold: {trial_ev / uc_ev:.3f}")
print(f"Full width below which trial binds: {12 * trial_ev / uc:.2f} eV")
print(f"kT at {temperature:.0f} K: {kt_ev:.4f} eV")
for label, bind_ev in (("kT", kt_ev), ("0.5 eV", 0.5)):
    b = bind_ev / t_ev
    need = 1 / green(b)
    print(f"Lowering for binding {label}: {need:.3f} t = {need * t_ev:.2f} eV")
    print(f"Site weight for binding {label}: {site_weight(need, b):.4f}")
print(f"Decay length for binding kT: {a_m * 1e9 / np.sqrt(kt_ev / t_ev):.2f} nm")
print(f"Second/first neighbour hopping ratio tried: {ratio:.2f}")
print(f"Threshold with it, same edge mass: {uc_second_ev:.2f} eV")
print(f"Charged donor, hydrogenic binding: {donor_ev * 1e3:.1f} meV")
print(f"Charged donor, Bohr radius: {donor_nm:.2f} nm")
print("no test failed")
```

Printed output:

```
Zone average W (quadrature): 0.5054620
Zone average W (gamma functions): 0.5054620
Edge Green function G(-6t): 0.252731 /t
Threshold Uc: 3.95678 t
Threshold from zone mesh: 3.95678 t
Threshold from open cubes, extrapolated: 3.9564 t
Threshold / full band width: 0.3297
Open cube, single: U = 3.90 t gives E = -5.9784 t
Open cube, single: U = 4.20 t gives E = -6.0308 t
Open cube, hop 1.2: U = 3.00 t gives E = -5.9795 t
Open cube, hop 1.2: U = 3.35 t gives E = -6.0224 t
Open cube, pair: U = 2.90 t gives E = -5.9787 t
Open cube, pair: U = 3.20 t gives E = -6.0265 t
U = 6 t, depth below band: formula 1.10392 t, cluster 1.10392 t
U = 6 t, site weight: formula 0.77301, cluster 0.77301
U = 1.002 Uc, depth: 4.0107e-05 t, edge law 4.0185e-05 t
U = 1.002 Uc, site weight: 0.01011
Threshold, hoppings x 0.8: 4.692 t = 8.63 eV
Threshold, hoppings x 1.2: 3.058 t = 5.62 eV
Hopping factor that binds at U = 0: 1.714
Threshold, adjacent pair: 2.952 t = 5.43 eV
Example cation density (rough): 3.0e+22 cm^-3
Example effective mass (rough): 0.20 m
Example dielectric constant (rough): 9.0
Lattice constant a: 0.3218 nm
Hopping t: 1.839 eV
Full model band width 12t: 22.07 eV
Threshold Uc: 7.28 eV
Trial lowering: 2.00 eV = 1.087 t
Trial lowering / threshold: 0.275
Full width below which trial binds: 6.07 eV
kT at 300 K: 0.0259 eV
Lowering for binding kT: 4.113 t = 7.56 eV
Site weight for binding kT: 0.1709
Lowering for binding 0.5 eV: 4.777 t = 8.79 eV
Site weight for binding 0.5 eV: 0.5430
Decay length for binding kT: 2.71 nm
Second/first neighbour hopping ratio tried: 0.10
Threshold with it, same edge mass: 6.72 eV
Charged donor, hydrogenic binding: 33.6 meV
Charged donor, Bohr radius: 2.38 nm
no test failed
```
